# Ground-state hyperfine splitting of positronium through the logarithms of order mα⁷

## Problem

The ground state of positronium is split into a spin triplet, \(1^3S_1\), and a spin singlet, \(1^1S_0\). Let \(\Delta=E(1^3S_1)-E(1^1S_0)\), let \(m\) be the electron mass, and let \(L=\ln(1/\alpha)>0\). In units with \(\hbar=c=1\), the series is

\[
\Delta=C_4m\alpha^4+C_5m\alpha^5+m\alpha^6\left(\tfrac{5}{24}L+K_6\right)+\frac{m\alpha^7}{\pi}\left(-\tfrac78L^2+B_7L+K_7\right)+\cdots .
\]

The following coefficients are supplied:

\[
C_5=-\frac1\pi\left(\frac89+\frac{\ln2}{2}\right),\qquad K_6=-0.3928,\qquad B_7=\frac{217}{90}-\frac{17}{3}\ln2 .
\]

The constant \(K_7\) is not supplied, and its term is to be omitted from the sum.

1. Derive \(C_4\) from one-photon exchange and one-photon annihilation.
2. Check the coefficient \(-7/8\) of the double logarithm. For this part, take as given that the spin-independent interaction of order \(\alpha^2\) contains the contact logarithm \((6\alpha^2/m^2)\ln(m/p)\), where \(p\) is the relative momentum scale.
3. Sum the series in frequency units.
4. Compare the sum with two values supplied as data for this exercise, 203.389 and 203.394 GHz, called the measurements below. Take their uncertainties to be roughly 0.7 and 2 MHz, respectively. Find the value of \(K_7\) that would bring the sum onto each measurement.

## Solution

### 1. The leading coefficient

**Density at the origin.** The relative motion has reduced mass \(\mu=m/2\). At leading order the wave function is that of the Coulomb ground state,

\[
\psi(r)=\sqrt{\frac{(\mu\alpha)^3}{\pi}}\,e^{-\mu\alpha r},
\qquad
|\psi(0)|^2=\frac{(\mu\alpha)^3}{\pi}=\frac{m^3\alpha^3}{8\pi}.
\]

A contact interaction \(g\,\delta^3(\mathbf r)\) therefore shifts the energy by \(g\,m^3\alpha^3/(8\pi)\).

**Exchange.** With \(e^2=4\pi\alpha\), the magnetic moments of electron and positron are

\[
\boldsymbol\mu_-=-\frac em\,\mathbf s_-,\qquad
\boldsymbol\mu_+=+\frac em\,\mathbf s_+ .
\]

The field of a point moment \(\boldsymbol\mu\) is

\[
\mathbf B=\nabla\times\left(\nabla\times\frac{\boldsymbol\mu}{4\pi r}\right)
=\nabla\left(\boldsymbol\mu\cdot\nabla\frac1{4\pi r}\right)-\boldsymbol\mu\,\nabla^2\frac1{4\pi r}.
\]

In an S state only the average over directions contributes. The average of \(\partial_i\partial_j(1/4\pi r)\) is \(-\tfrac13\delta_{ij}\delta^3(\mathbf r)\), while the last term gives \(+\boldsymbol\mu\,\delta^3(\mathbf r)\). Hence \(\mathbf B\to\tfrac23\boldsymbol\mu\,\delta^3(\mathbf r)\), and

\[
V_{\rm ex}=-\boldsymbol\mu_-\cdot\mathbf B_+
=-\frac23\,\boldsymbol\mu_-\cdot\boldsymbol\mu_+\,\delta^3(\mathbf r)
=\frac{8\pi\alpha}{3m^2}\,\mathbf s_-\cdot\mathbf s_+\,\delta^3(\mathbf r).
\]

The opposite charges make the sign positive. For total spin \(S\),

\[
\mathbf s_-\cdot\mathbf s_+=\tfrac12\left[S(S+1)-\tfrac32\right],
\]

which is \(1/4\) in the triplet and \(-3/4\) in the singlet. The difference is one, so

\[
\Delta_{\rm ex}=\frac{8\pi\alpha}{3m^2}\,\frac{m^3\alpha^3}{8\pi}=\frac{m\alpha^4}{3}.
\]

A limiting case checks the mass dependence. If the positron is replaced by a distinct point particle of mass \(M\), unit positive charge, spin one half and \(g=2\), then \(1/m^2\) becomes \(1/(mM)\) and

\[
\Delta_{\rm ex}=\frac{8\alpha^4\mu^3}{3mM},\qquad \mu=\frac{mM}{m+M}.
\]

For \(M=m\) this returns \(m\alpha^4/3\). For \(M\gg m\) it tends to \(8\alpha^4m^2/(3M)\), which vanishes as the heavy moment does. Such a pair has no one-photon annihilation, so the next contribution is peculiar to a particle bound to its own antiparticle.

**Annihilation.** Write \(u\) for the electron spinor and \(v\) for the positron spinor. The exchange amplitude, with four-momentum transfer \(q\), is

\[
\frac{4\pi\alpha}{q^2}(\bar u'\gamma^\mu u)(\bar v\gamma_\mu v').
\]

Its sign is right because \(q^2=-|\mathbf q|^2\) gives the attractive Coulomb potential. The annihilation amplitude has the opposite overall sign, since the two diagrams differ by an interchange of fermion operators:

\[
V_{\rm ann}=-\frac{4\pi\alpha}{P^2}(\bar v\gamma^\mu u)(\bar u'\gamma_\mu v'),
\qquad P^2\simeq4m^2 .
\]

At rest \(u=(\xi,0)\) and \(v=(0,\eta)\). Then \(\bar v\gamma^0u=0\) and \(\bar v\gamma^iu=\eta^\dagger\sigma^i\xi\). Lowering the spatial index gives a second minus sign, so for equal initial and final spin states the contact strength is

\[
g_{\rm ann}=\frac{\pi\alpha}{m^2}\sum_i\left|\bar v\gamma^iu\right|^2 .
\]

Charge conjugation relates \(\eta\) to the physical positron spinor \(\chi\) by \(\eta=i\sigma_2\chi^*\), up to a phase. When both physical spins point up, \(\xi\) is up and \(\eta\) is down. The three components \(\eta^\dagger\sigma^i\xi\) are then \((1,i,0)\), up to a common phase, and their squared magnitudes add to two. Rotational symmetry gives the same sum for the other triplet states. For the singlet the combination is \(\operatorname{tr}\sigma^i/\sqrt2=0\). Thus

\[
g_{\rm ann}^{\rm triplet}=\frac{2\pi\alpha}{m^2},\qquad
g_{\rm ann}^{\rm singlet}=0,\qquad
\Delta_{\rm ann}=\frac{2\pi\alpha}{m^2}\,\frac{m^3\alpha^3}{8\pi}=\frac{m\alpha^4}{4}.
\]

The leading coefficient is

\[
C_4=\frac13+\frac14=\frac7{12}.
\]

Explicit Dirac spinors at momentum \(0.01m\) give contact strengths 8.3768 and 6.2823 in units of \(\alpha/m^2\), against \(8\pi/3=8.3776\) and \(2\pi=6.2832\). With a density from radial diagonalization, they give \(C_4=0.58323\), against \(7/12=0.58333\). The residue comes from the finite momentum and the radial mesh: at momentum \(0.002m\) the strengths are 8.3776 and 6.2832.

### 2. The double logarithm

Both leading contributions are proportional to \(|\psi(0)|^2\). A spin-independent interaction that changes this density by a given fraction changes both by that fraction. The task is to find the part of the change that goes as \(L^2\). The check assumes, without proof, that this change of density is the only source of \(L^2\) at order \(m\alpha^7\).

**Coulomb response.** Let \(\rho=\mu\alpha r\), and measure energy in units of \(\mu\alpha^2\). The Hamiltonian is \(H=-\tfrac12\nabla^2-1/\rho\), with \(E=-\tfrac12\) in the ground state. The reduced Green function with one point at the origin,

\[
G'(\rho)=\sum_{n\ne1}\frac{\psi_n(\boldsymbol\rho)\psi_n^*(0)}{E-E_n},
\]

includes the continuum and obeys

\[
(E-H)G'=\delta^3(\boldsymbol\rho)-\frac{e^{-\rho}}\pi .
\]

Set \(G'=e^{-\rho}f(\rho)/\pi\). For \(\rho>0\),

\[
\nabla^2(e^{-\rho}f)=e^{-\rho}\left[f''-2f'+f+\frac2\rho(f'-f)\right].
\]

After taking half of this and adding \((1/\rho-\tfrac12)e^{-\rho}f\), the terms in undifferentiated \(f\) cancel:

\[
\frac12f''+\left(\frac1\rho-1\right)f'=-1.
\]

One solution is \(f'=1+1/\rho+1/(2\rho^2)\). Indeed,

\[
\frac12f''=-\frac1{2\rho^2}-\frac1{2\rho^3},\qquad
\left(\frac1\rho-1\right)f'=-1+\frac1{2\rho^2}+\frac1{2\rho^3}.
\]

The homogeneous solution for \(f'\) is proportional to \(e^{2\rho}/\rho^2\) and is excluded because \(G'\) must decay. Integration gives

\[
f=\rho+\ln\rho-\frac1{2\rho}+D .
\]

Near the origin \(G'\to-1/(2\pi\rho)\). Since \(\nabla^2(1/\rho)=-4\pi\delta^3(\boldsymbol\rho)\), this has the required unit source.

The constant \(D\) follows from orthogonality to the ground state, which means \(\langle f\rangle=0\) with the normalized weight \(4\rho^2e^{-2\rho}\). The averages are

\[
\langle\rho\rangle=\frac32,\qquad
\left\langle\frac1\rho\right\rangle=1,\qquad
\langle\ln\rho\rangle=\frac32-\gamma-\ln2,
\]

where \(\gamma\) is Euler's constant. The last average is the derivative of \(\ln[\Gamma(s)2^{-s}]\) at \(s=3\). Therefore \(D=\gamma+\ln2-\tfrac52\).

For a perturbation \(U(\rho)\), first-order theory gives \(\delta\psi(0)=\int d^3\rho\,G'U\psi_1\). Doubling the relative amplitude change gives the relative density change,

\[
\frac{\delta|\psi(0)|^2}{|\psi(0)|^2}
=2\int_0^\infty4\pi\rho^2\,\frac{e^{-\rho}f}{\pi}\,U e^{-\rho}\,d\rho
=8\int_0^\infty\rho^2e^{-2\rho}f\,U\,d\rho .
\]

For a weak perturbation \(U=\lambda e^{-\rho}\), the response per unit \(\lambda\) is \(-0.6847\) from this formula and \(-0.6849\) from direct diagonalization on a radial mesh of step 0.01; halving the step gives \(-0.6848\).

**The logarithmic interaction.** To leading-logarithm accuracy, represent the given contact logarithm by a potential whose momentum-space kernel is \((6\alpha^2/m^2)\ln(m/q)\). This is an assumption of the check: the full interaction also contains retarded radiation and is not a local potential. The assumption fixes a factor of two in the result. If the logarithm were frozen at \(p\sim m\alpha\), as a pure contact term of strength \(6\alpha^2L/m^2\), it would sample \(f\) only at \(r\sim1/m\), where \(\ln\rho\simeq-L\), and the coefficient found below would be \(-7/4\) instead of \(-7/8\). The logarithm must run with the momentum that flows through the interaction.

In three dimensions \(\nabla_q^2\ln q=1/q^2\). Multiplication by \(r^2\) in coordinate space corresponds to \(-\nabla_q^2\) in momentum space, so the transform of \(-\ln q\), multiplied by \(r^2\), equals the transform of \(1/q^2\), which is \(1/(4\pi r)\). Away from the origin the potential is therefore

\[
V(r)=\frac{6\alpha^2}{4\pi m^2r^3},\qquad r\gtrsim\frac1m .
\]

In Coulomb units, using \(\mu^2/m^2=1/4\),

\[
U=\frac{V}{\mu\alpha^2}
=\frac{6\alpha^2}{4\pi m^2}\,\frac{(\mu\alpha)^3}{\rho^3}\,\frac1{\mu\alpha^2}
=\frac{3\alpha^3}{8\pi\rho^3}.
\]

The relative change of density becomes

\[
\frac{\delta|\psi(0)|^2}{|\psi(0)|^2}
=\frac{3\alpha^3}{\pi}\int_{\rho_0}^{\infty}\frac{e^{-2\rho}f(\rho)}{\rho}\,d\rho,
\qquad \rho_0\sim\frac{\mu\alpha}{m}=\frac\alpha2 .
\]

The double logarithm comes from the \(\ln\rho\) in \(f\):

\[
\int_{\rho_0}^1\frac{\ln\rho}\rho\,d\rho=-\frac12\ln^2\rho_0
=-\frac12L^2+O(L).
\]

The term \(-1/(2\rho)\) in \(f\) produces a power of \(1/\rho_0\) and a single logarithm. The power comes from \(r\sim1/m\), where the tail used here no longer holds, so it belongs to the short-distance calculation. The other terms produce at most a single logarithm. Hence

\[
\frac{\delta|\psi(0)|^2}{|\psi(0)|^2}\bigg|_{L^2}
=-\frac{3\alpha^3}{2\pi}L^2,\qquad
\frac7{12}\left(-\frac32\right)=-\frac78 .
\]

Numerically, the second difference of the integral in \(\ln\rho_0\), taken at \(\ln(1/\rho_0)=10,11,12\) with the power removed, gives \(-0.8754\); the last digit is a residue of the finite cutoff. Within the model, the negative sign means that the repulsive \(1/r^3\) tail lowers the density at the origin. This tail stands in for the full logarithm and is not the actual local potential between electron and positron. The check does not determine \(B_7\) or \(K_7\), which depend on details that the leading logarithm discards.

### 3. The sum in frequency units

The frequency scale is \(mc^2\alpha^4/h\). Since the Rydberg constant is \(R_\infty=mc\alpha^2/(2h)\), this equals \(2R_\infty c\,\alpha^2=350377.081\) MHz.

**Order \(m\alpha^4\).** Exchange gives 116792.360 MHz and annihilation gives 87594.270 MHz, together 204386.630 MHz. Annihilation supplies three sevenths of the leading splitting.

**Order \(m\alpha^5\).** The coefficient is \(C_5=-0.393260\), and

\[
350377.081\times0.0072973526\times(-0.393260)=-1005.497\ \text{MHz}.
\]

The running sum is 203381.134 MHz.

**Order \(m\alpha^6\).** The scale is 18.65805 MHz and \(L=4.920244\). The logarithm contributes \(5L/24=1.025051\), and \(K_6=-0.392835\) to more digits. Thus

\[
18.65805\,(1.025051-0.392835)=19.13-7.33=11.80\ \text{MHz}.
\]

The number \(-0.3928\) is the non-logarithmic part alone. The full coefficient at this order is positive. Leaving out the logarithm would give a final sum of 203.37256 GHz, about 19 MHz too low. The running sum is 203392.93 MHz.

**Order \(m\alpha^7\).** The scale \(m\alpha^7/\pi\) is 0.043339 MHz, and \(B_7=-1.516723\). The two logarithmic terms are

\[
0.043339\left(-\tfrac78\right)(4.920244)^2=-0.918\ \text{MHz},
\]

\[
0.043339\,(-1.516723)(4.920244)=-0.323\ \text{MHz}.
\]

Together they give \(-1.241\) MHz. The sum is

\[
\Delta=203391.69\ \text{MHz}=203.392\ \text{GHz}.
\]

The quoted standard uncertainty of \(\alpha\) changes this by about 0.06 kHz, and the spread among recent determinations of \(\alpha\) changes it by up to about 0.5 kHz; both are negligible here. The digits of the sum do not measure its accuracy as a prediction, because \(K_7\) and higher orders are missing.

### 4. Comparison with the measurements

Measurement minus sum is \(-2.69\) MHz for 203.389 GHz and \(+2.31\) MHz for 203.394 GHz. The calculated value lies between them. With the rough experimental uncertainties,

\[
\frac{2.69}{0.7}\approx3.8,\qquad \frac{2.31}{2}\approx1.2 .
\]

The sum therefore stands in tension with the lower value and is compatible with the higher one. These ratios include no theoretical uncertainty. The measured values are also rounded to 1 MHz, so each difference may move by up to 0.5 MHz; the first ratio could then lie between about 3.1 and 4.6.

The measurements differ from each other by 5.0 MHz. If their errors are independent, the combined rough uncertainty is \(\sqrt{0.7^2+2^2}\approx2.1\) MHz, so their mutual difference is about 2.4 times that uncertainty. No single theoretical value can coincide with both centres.

To see what the missing constant could do, assign a whole difference to it:

\[
K_7=\frac{\Delta_{\rm measured}-\Delta}{m\alpha^7/\pi}.
\]

The lower measurement requires \(K_7\approx-62\), and the higher one requires \(K_7\approx+53\). In the same units the known logarithms add up to \(-28.65\). Both central magnitudes exceed that of the logarithms, even after allowance for the 0.5 MHz rounding. The rough uncertainties, however, correspond to \(0.7/0.043339\approx16\) and \(2/0.043339\approx46\) in \(K_7\), so only the lower measurement calls for a constant of this size, and it does so at one uncertainty; at two uncertainties plus the rounding the required magnitude falls to about 18. The two fitted constants cannot both hold: \(K_7\approx-62\) would put the sum 2.5 rough experimental uncertainties below the higher measurement, and \(K_7\approx+53\) would put it about 7 above the lower one. The comparison therefore does not determine \(K_7\). A constant of magnitude 10, taken as an illustration, would move the sum by 0.43 MHz and would leave it between the two measurements. The separate contributions are listed in the numerical output.

## Values computed for the example and the checks

```
fine-structure constant alpha = 0.0072973526 (dimensionless)
L = ln(1/alpha) = 4.920244 (dimensionless)
exchange contact strength = 8.3768 alpha/m^2
its formula 8 pi/3 = 8.3776 alpha/m^2
triplet annihilation strength = 6.2823 alpha/m^2
its formula 2 pi = 6.2832 alpha/m^2
singlet annihilation strength = 0.0000 alpha/m^2
numerical density at origin = 0.039786 (m alpha)^3... in a.u.
density formula 1/(8 pi) = 0.039789 a.u.
numerical leading coefficient = 0.58323 m alpha^4
formula 7/12 = 0.58333 m alpha^4
density response, diagonalization = -0.6849 a.u.
density response, Green function = -0.6847 a.u.
numerical double-log coefficient = -0.8754 m alpha^7/pi
alpha^5 coefficient = -0.393260 m alpha^5
alpha^6 log part (5/24)L = 1.025051 m alpha^6
alpha^6 constant K6 = -0.392835 m alpha^6
single-log coefficient of L = -1.516723 m alpha^7/pi
frequency scale m alpha^4 = 350377.0806 MHz
frequency scale m alpha^6 = 18.65805 MHz
frequency scale m alpha^7/pi = 0.043339 MHz
exchange contribution = 116792.3602 MHz
annihilation contribution = 87594.2702 MHz
order alpha^4 total = 204386.6304 MHz
order alpha^5 = -1005.4968 MHz
sum through alpha^5 = 203381.1335 MHz
order alpha^6 logarithm = 19.1255 MHz
order alpha^6 constant = -7.3295 MHz
sum through alpha^6 = 203392.9294 MHz
order alpha^7 double logarithm = -0.9180 MHz
order alpha^7 single logarithm = -0.3234 MHz
order alpha^7 logarithms together = -1.2415 MHz
final sum = 203391.6880 MHz
final sum = 203.39169 GHz
sum if alpha^6 log is forgotten = 203.37256 GHz
effect of alpha uncertainty = 0.061 kHz
given measurement = 203.389 GHz
  measurement minus sum = -2.69 MHz
  rough experimental uncertainty (input) = 0.7 MHz
  rough gap/uncertainty = 3.8 (dimensionless)
  K7 needed to close gap = -62 (dimensionless)
given measurement = 203.394 GHz
  measurement minus sum = 2.31 MHz
  rough experimental uncertainty (input) = 2.0 MHz
  rough gap/uncertainty = 1.2 (dimensionless)
  K7 needed to close gap = 53 (dimensionless)
known alpha^7 logs = -28.65 m alpha^7/pi
gap between measurements = 5.0 MHz
```
